# The Einstein A coefficient of the [C II] 158 micron line

**Problem.** The ground term of the ion C⁺, configuration 1s²2s²2p, is ²P. Spin-orbit coupling splits it into a lower level with $J=1/2$ and an upper level with $J=3/2$. Take the wavelength of the line between them as given, $\lambda=158$ micron. In LS coupling its magnetic-dipole line strength is $S=4/3$ in units of $\mu_B^2$, where $\mu_B$ is the Bohr magneton. Find the Einstein coefficient $A$ for spontaneous emission.

The line strength is the sum of squared matrix elements of the magnetic moment $\boldsymbol\mu$ over all states $u$ of the upper level, all states $l$ of the lower level and the three Cartesian components:

$$\mu_B^2 S=\sum_{u}\sum_{l}\sum_{i=x,y,z}|\langle l|\mu_i|u\rangle|^2 .$$

## A tempting solution

For one initial and one final state, the magnetic-dipole rate in SI units is $16\pi^3\mu_0|\mathbf d|^2/(3h\lambda^3)$, with $\mathbf d=\langle l|\boldsymbol\mu|u\rangle$. The ion ends in one of the two states of the level $J=1/2$. The line strength is therefore shared between two final states, and one divides by 2:

$$A\overset{?}{=}\frac{16\pi^3\mu_0\mu_B^2}{3h\lambda^3}\,\frac{S}{2}=4.56\times10^{-6}\ \mathrm{s^{-1}} .$$

## Where it fails

The one-state rate is correct and is derived below. The fault is the division by 2.

An excited ion sits in one upper state and may decay to either lower state. These are alternative outcomes, so their rates add. Nothing is divided by the number of final states. The sum in $S$, however, also runs over the four upper states, although a single ion starts from one of them. The rate per ion is the average over the upper states, and the divisor is $g_u=2\cdot\frac32+1=4$.

The number found above does have a meaning. Put one ion in each of the four upper states. Together they decay at the rate $4A$, and by rotational symmetry each of the two lower states is fed at the rate $2A$. The tempting solution computed this feeding rate, which is twice the decay rate of an ion.

## The right solution

**Why the line is magnetic dipole.** The filled shells carry no angular momentum, so the term is that of one p electron. Its orbitals have the form $x_i f(r)$ and change sign under $\mathbf r\to-\mathbf r$. The electric dipole moment $-e\mathbf r$ also changes sign. The integrand of an electric-dipole matrix element between two p orbitals is a product of three odd factors, and its integral vanishes. The magnetic moment

$$\boldsymbol\mu=-\mu_B(\mathbf L+2\mathbf S)$$

does not change sign and can connect the levels. Here $\mathbf L$ and $\mathbf S$ are the orbital and spin angular momenta in units of $\hbar$, and the spin $g$ factor is taken as 2. The bold $\mathbf S$ is the spin; the plain $S$ is the line strength.

**Where 4/3 comes from.** With $\mathbf J=\mathbf L+\mathbf S$ we have $\mathbf L+2\mathbf S=\mathbf J+\mathbf S$. The components of $\mathbf J$ commute with $\mathbf J^2$, so they have no matrix elements between $J=3/2$ and $J=1/2$. The spin part alone drives the line:

$$S=\sum_{u,l,i}|\langle u|S_i|l\rangle|^2 .$$

First let the sum run over all six states $n$ of the term instead of the four upper ones. The spin operator does not lead out of these six states, so they form a complete set here, and

$$\sum_{l,n,i}|\langle n|S_i|l\rangle|^2=\sum_l\langle l|\mathbf S^2|l\rangle=2\cdot\tfrac12\cdot\tfrac32=\tfrac32 .$$

From this we subtract the part in which $n$ is itself one of the two lower states. Within that pair, $S_i$ is a $2\times2$ matrix, hence a combination of the unit matrix and the three matrices $J_j$:

$$S_i=a_i+\sum_j b_{ij}J_j .$$

Under rotations $\mathbf S$ turns as a vector, while $a_i$ and $b_{ij}$ are fixed numbers. No fixed nonzero vector $a_i$ is unchanged by all rotations, so $a_i=0$. A fixed tensor unchanged by all rotations is a multiple of the unit tensor, so $b_{ij}=\gamma\delta_{ij}$. Within the lower level, then, $\mathbf S=\gamma\mathbf J$.

To find $\gamma$, multiply by $\mathbf J$, which does not lead out of the level: $\mathbf S\cdot\mathbf J=\gamma\mathbf J^2=\frac34\gamma$. On the other hand, squaring $\mathbf L=\mathbf J-\mathbf S$ gives $\mathbf L^2=\mathbf J^2+\mathbf S^2-2\,\mathbf S\cdot\mathbf J$, so

$$\mathbf S\cdot\mathbf J=\tfrac12\left(\tfrac34+\tfrac34-2\right)=-\tfrac14,\qquad \gamma=-\tfrac13 .$$

The part to be subtracted is $\sum_l\langle l|\gamma^2\mathbf J^2|l\rangle=2\cdot\frac19\cdot\frac34=\frac16$. What remains is

$$S=\tfrac32-\tfrac16=\tfrac43 .$$

No radial integral appears, because $\boldsymbol\mu$ does not act on $r$ and both levels are assumed to have the same radial function. A direct sum of the matrix elements of $\mathbf L+2\mathbf S$ over the diagonalized six-state problem gives the same 1.333333.

**The rate for one pair of states.** Enclose the ion in a large periodic box of volume $V$. The interaction with the radiation field is $-\boldsymbol\mu\cdot\mathbf B$. The field is taken at the position of the nucleus, since the size of the ion is of order $10^{-10}$ m and the wave is $1.58\times10^{-4}$ m long.

The zero-point energy of a mode of angular frequency $\omega$ is $\hbar\omega/2$, and half of it is magnetic:

$$\frac{V\langle B^2\rangle}{2\mu_0}=\frac{\hbar\omega}{4}\quad\Rightarrow\quad\langle B^2\rangle=\frac{\mu_0\hbar\omega}{2V} .$$

Acting on the empty mode, the field operator produces the one-photon state and nothing else. So $\langle B^2\rangle$ is also the squared amplitude for creating one photon. If $\mathbf b$ is the unit vector along the magnetic field of the mode, the squared matrix element for emission is $\frac{\mu_0\hbar\omega}{2V}|\mathbf b\cdot\mathbf d|^2$.

The allowed wave vectors are spaced by $2\pi/V^{1/3}$ in each direction. With $k=\omega/c$, the number of modes per unit energy in the solid angle $d\Omega$, for one polarization, is

$$\frac{V}{(2\pi)^3}\,k^2\,\frac{dk}{d(\hbar\omega)}\,d\Omega=\frac{V\omega^2}{8\pi^3c^3\hbar}\,d\Omega .$$

For a propagation direction $\mathbf n$, the two field directions $\mathbf b$ and $\mathbf n$ form an orthonormal triad. The sum over polarizations is therefore $|\mathbf d|^2-|\mathbf n\cdot\mathbf d|^2$. The average of $n_in_j$ over the sphere is $\delta_{ij}/3$, so integration over directions gives $4\pi\left(1-\frac13\right)|\mathbf d|^2=\frac{8\pi}{3}|\mathbf d|^2$.

The golden rule, $2\pi/\hbar$ times squared matrix element times density of states, yields

$$\frac{2\pi}{\hbar}\cdot\frac{\mu_0\hbar\omega}{2V}\cdot\frac{V\omega^2}{8\pi^3c^3\hbar}\cdot\frac{8\pi}{3}|\mathbf d|^2=\frac{\mu_0\omega^3}{3\pi\hbar c^3}|\mathbf d|^2 .$$

The volume has dropped out. With $\omega=2\pi c/\lambda$ and $\hbar=h/2\pi$,

$$\frac{\mu_0}{3\pi}\cdot\frac{2\pi}{h}\cdot\frac{8\pi^3}{\lambda^3}|\mathbf d|^2=\frac{16\pi^3\mu_0}{3h\lambda^3}|\mathbf d|^2 ,$$

the one-state formula used at the start.

**Sum over lower states, average over upper states.** For one upper state $u$, the rates to both lower states add up to an expression proportional to

$$\sum_{l,i}|\langle l|\mu_i|u\rangle|^2=\langle u|Q|u\rangle,\qquad Q=\sum_{l,i}\mu_i|l\rangle\langle l|\mu_i .$$

The operator $Q$ contains the complete lower level and all three components, so it is unchanged by rotations and commutes with $\mathbf J$. The ladder operators $J_\pm$ lead from one upper state to the next without changing the value of $Q$. All four upper states therefore have the same decay rate, and each holds a quarter of the line strength, $\mu_B^2S/4=\mu_B^2/3$. Hence

$$A=\frac{16\pi^3\mu_0\mu_B^2}{3h\lambda^3}\,\frac{S}{g_u},\qquad g_u=4 .$$

**Numbers.** With $\lambda^3=3.9443\times10^{-12}\ \mathrm{m^3}$ and $S/g_u=1/3$,

$$A=\frac{16\pi^3\,(1.25664\times10^{-6})(9.27401\times10^{-24})^2}{3\,(6.62607\times10^{-34})(3.9443\times10^{-12})}\cdot\frac13\ \mathrm{s^{-1}}=2.28\times10^{-6}\ \mathrm{s^{-1}} .$$

To two figures, $A=2.3\times10^{-6}\ \mathrm{s^{-1}}$. The lower level is the ground level, so spontaneous decay has no other destination, and the mean lifetime of the upper level is $1/A=4.4\times10^5$ s, or about 5 days.

## How far the result can be trusted

**The mode sum.** The rate formula and the equal shares were tested by adding up the emission into the separate modes of a box 50 wavelengths wide. A shell of wave vectors, 4 lattice spacings thick, stood in for exact energy conservation. Each of the four upper states gave $2.287\times10^{-6}\ \mathrm{s^{-1}}$, about 0.3 percent above the formula.

The excess belongs to the finite box. The contribution of a thin shell of wave vectors, at fixed thickness, grows as $n^3$, where $n$ is the wave-vector length in lattice spacings: $n^2$ from the number of modes and $n$ from the squared field. Averaging $n^3$ over $48<n<52$ gives $50^3$ times $1+(2/50)^2$, which is 0.16 percent too much. The shell also holds 125958 wave vectors, whereas its volume $\frac{4\pi}{3}(52^3-48^3)$ is about 125731, another 0.18 percent.

**The wavelength.** Because $A\propto\lambda^{-3}$, a relative error in $\lambda$ enters three times. Between 157.5 and 158.5 micron, $A$ falls from $2.301\times10^{-6}$ to $2.258\times10^{-6}\ \mathrm{s^{-1}}$, about 1 percent to either side of the central value. A wavelength given to three figures therefore supports the two figures quoted.

**The spin $g$ factor.** For a general value $g_s$, write $\mathbf L+g_s\mathbf S=\mathbf J+(g_s-1)\mathbf S$. The line strength becomes $\frac43(g_s-1)^2$. With the electron's value 2.002319, $A$ rises by 0.46 percent, about half of the largest change that rounding $\lambda$ to three figures can cause. The limit $g_s=1$ shows what makes magnetic-dipole emission possible here. The moment would then be $-\mu_B\mathbf J$, which cannot change $J$, and magnetic-dipole emission would vanish. In this line it occurs because spin and orbital motion produce different magnetic moments per unit of angular momentum, spin about twice as much.

**Electric quadrupole emission.** Parity also permits this process. Its interaction energy is of order $e\,k\langle r^2\rangle E$, against $\mu_BB=\mu_BE/c$ for the magnetic dipole. Without numerical and angular factors, the ratio of the rates is estimated by

$$\left(\frac{e\,c\,k\,\langle r^2\rangle}{\mu_B}\right)^2,\qquad k=\frac{2\pi}{\lambda} .$$

The outer electron sees the nuclear charge 6 screened by at most four other electrons, so at least charge 2. A hydrogenic 2p orbital at charge $Z=2$, with radial function proportional to $r\,e^{-Zr/2a_0}$ and Bohr radius $a_0$, serves as a generous estimate of the size:

$$\langle r^2\rangle=\frac{\int_0^\infty r^6e^{-Zr/a_0}dr}{\int_0^\infty r^4e^{-Zr/a_0}dr}=\frac{6!}{4!}\,\frac{a_0^2}{Z^2}=\frac{30}{Z^2}\,a_0^2=7.5\,a_0^2 .$$

The estimate comes out as $1.9\times10^{-5}$. Because of the omitted factors it is a rough scale and not a quadrupole rate, but it lies far below the accuracy aimed at here.

**Conditions.** The value $4/3$ was derived for one p electron with the same radial function in both levels. Admixtures of terms other than ²P, or different radial functions for the two levels, can change it. Their size in C⁺ has not been computed here. The coefficient $A$ describes an isolated ion in the dark. In a gas, collisions can empty the upper level sooner than 5 days, and radiation already present at 158 micron adds stimulated emission. Both can alter the population of the level, but they leave $A$ as it is.

The main numerical results are listed in the output below.

## Calculated quantities

```
wavelength (input): 158 micron
upper degeneracy g_u: 4
mu_0: 1.25664e-06 N/A^2
mu_B: 9.27401e-24 J/T
h: 6.62607e-34 J s
spin sum, lower level to all states: 1.500000
projection factor gamma: -0.333333
spin sum inside lower level: 0.166667
line strength, matrix elements: 1.333333 mu_B^2
line strength, spin sums: 1.333333 mu_B^2
share of each upper state: 0.333333 mu_B^2
angular frequency: 1.1922e+13 rad/s
wavelength cubed: 3.9443e-12 m^3
Einstein A: 2.280e-06 1/s
lifetime 1/A: 4.387e+05 s = 5.08 days
box-mode sum, upper M = -1.5: 2.287e-06 1/s
box-mode sum, upper M = -0.5: 2.287e-06 1/s
box-mode sum, upper M = +0.5: 2.287e-06 1/s
box-mode sum, upper M = +1.5: 2.287e-06 1/s
number of box wave vectors in the shell: 125958
A at 157.5 micron: 2.301e-06 1/s
A at 158.5 micron: 2.258e-06 1/s
electron g factor (magnitude): 2.002319
A ratio, true g factor to g = 2: 1.00464
A if wrongly divided by g = 2: 4.559e-06 1/s
<r^2> hydrogenic 2p, charge 2: 7.50 a0^2
E2/M1 squared amplitude scale: 1.9e-05
```
